Many meta-GGA functionals use the iso-orbital indicator $\alpha$ to recognize what kind of region each point lies in. In a uniform electron gas $\alpha=1$. Suppose a functional is designed as if $\alpha$ stayed at 1 in any slowly varying density. Its exchange enhancement factor then appears to have a gradient coefficient that it does not have, because $\alpha-1$ is of the same order as the squared gradient. The size of that error follows from the second-order form of $\alpha$ derived here.

## Definitions and regime

Hartree atomic units are used in the derivation. The electrons are non-interacting Kohn-Sham electrons at zero temperature, spin-unpolarized, in a local effective potential $v(\mathbf r)$. With sums over occupied spin orbitals,

$$n=\sum_i|\psi_i|^2,\qquad \tau=\tfrac12\sum_i|\nabla\psi_i|^2,\qquad \tau_W=\frac{|\nabla n|^2}{8n}. \tag{1}$$

Let $K=(3\pi^2n)^{1/3}$ be the Fermi wavevector of a uniform gas of density $n$. Its kinetic energy density is

$$\tau_{\rm unif}=\tfrac{3}{10}K^2n=\frac{K^5}{10\pi^2}, \tag{2}$$

and the indicator and the reduced derivatives are

$$\alpha=\frac{\tau-\tau_W}{\tau_{\rm unif}},\qquad p=\frac{|\nabla n|^2}{4K^2n^2},\qquad q=\frac{\nabla^2n}{4K^2n}. \tag{3}$$

The result to be shown is

$$\alpha=1+\frac{20}{9}q-\frac{40}{27}p+O(\nabla^4). \tag{4}$$

"Slowly varying" means that $v$ changes little over a distance $1/K$, at a point where $v$ is well below the Fermi level $\mu$. In addition, the potential must not turn electrons at the Fermi level back to that point. A slow modulation along one direction that stays well below $\mu$ everywhere meets this condition; a short period can break it through Bragg reflection even when $v<\mu$. Equation (4) is an asymptotic statement about such cases.

The positive form of $\tau$ in (1) matters. Another kinetic energy density is $\tau_L=-\tfrac12\sum_i{\rm Re}\,\psi_i^*\nabla^2\psi_i$. Since $\nabla^2|\psi|^2=2|\nabla\psi|^2+2\,{\rm Re}\,\psi^*\nabla^2\psi$, the two are related by

$$\tau=\tau_L+\tfrac14\nabla^2n. \tag{5}$$

The derivation finds $\tau_L$ first, because it follows from the Hamiltonian directly.

## The Boltzmann operator to second order

A sharp Fermi level is awkward to expand in gradients. The operator $e^{-\beta H}$, with $H=-\tfrac12\nabla^2+v$, is smooth, and a Laplace transform leads back to the Fermi level afterwards. Here $\beta$ is a transform variable, not a physical temperature. Applying $e^{-\beta H}$ to a delta function written as a sum of plane waves gives its diagonal element,

$$C(\mathbf r;\beta)=\langle\mathbf r|e^{-\beta H}|\mathbf r\rangle=\int\!\frac{d^3k}{(2\pi)^3}\,e^{-i\mathbf k\cdot\mathbf r}\,e^{-\beta H}e^{i\mathbf k\cdot\mathbf r}. \tag{6}$$

Write $e^{-\beta H}e^{i\mathbf k\cdot\mathbf r}=e^{i\mathbf k\cdot\mathbf r}e^{-\beta(k^2/2+v)}w$, so that $w=1$ at $\beta=0$ and $w=1$ for constant $v$. The left side obeys $\partial_\beta F=\tfrac12\nabla^2F-vF$. With

$$A=\nabla^2v,\qquad B=|\nabla v|^2,$$

carrying the derivatives through the two exponentials gives

$$\partial_\beta w=\tfrac12\nabla^2w-\beta\nabla v\cdot\nabla w+\tfrac12(\beta^2B-\beta A)w+i\mathbf k\cdot(\nabla w-\beta w\nabla v). \tag{7}$$

Count each $\nabla$ as one order and set $w=1+w_1+w_2+\dots$. At first order only the last term contributes:

$$\partial_\beta w_1=-i\beta\,\mathbf k\cdot\nabla v\quad\Rightarrow\quad w_1=-\tfrac{i}{2}\beta^2\,\mathbf k\cdot\nabla v. \tag{8}$$

At second order, the first two terms of (7) acting on $w_1$ are already of third order and drop out. What remains is

$$\partial_\beta w_2=\tfrac12(\beta^2B-\beta A)+i\mathbf k\cdot\nabla w_1-i\beta(\mathbf k\cdot\nabla v)w_1$$
$$=\tfrac12(\beta^2B-\beta A)+\tfrac12\beta^2(\mathbf k\cdot\nabla)^2v-\tfrac12\beta^3(\mathbf k\cdot\nabla v)^2,$$

and integration from $\beta=0$ gives

$$w_2=-\frac{\beta^2A}{4}+\frac{\beta^3B}{6}+\frac{\beta^3}{6}(\mathbf k\cdot\nabla)^2v-\frac{\beta^4}{8}(\mathbf k\cdot\nabla v)^2. \tag{9}$$

The integral (6) is a Gaussian average over $\mathbf k$ with $\langle k_ik_j\rangle=\delta_{ij}/\beta$ and norm $(2\pi\beta)^{-3/2}$. In (7) each factor $\mathbf k$ comes with one gradient and the other terms carry two, so odd orders are odd in $\mathbf k$ and average to zero. This is why the error in (4) is of fourth order. In (9) the average turns $(\mathbf k\cdot\nabla)^2v$ into $A/\beta$ and $(\mathbf k\cdot\nabla v)^2$ into $B/\beta$. The coefficients combine as $-\tfrac14+\tfrac16=-\tfrac1{12}$ and $\tfrac16-\tfrac18=\tfrac1{24}$:

$$C=\frac{e^{-\beta v}}{(2\pi\beta)^{3/2}}\left[1-\frac{\beta^2A}{12}+\frac{\beta^3B}{24}\right]. \tag{10}$$

The kinetic counterpart needs no new expansion. Since $He^{-\beta H}=-\partial_\beta e^{-\beta H}$, the diagonal element of $-\tfrac12\nabla^2e^{-\beta H}$ is $T_L=-\partial_\beta C-vC$. Differentiating $e^{-\beta v}$ produces $+vC$, which cancels the last term. Differentiating $\beta^{-3/2}$ produces $3C/(2\beta)$, and the bracket gives minus its own derivative:

$$T_L=\frac{e^{-\beta v}}{(2\pi\beta)^{3/2}}\left[\frac{3}{2\beta}-\frac{\beta A}{8}+\frac{\beta^2B}{16}+\frac{\beta A}{6}-\frac{\beta^2B}{8}\right]$$
$$=\frac{e^{-\beta v}}{(2\pi\beta)^{3/2}}\left[\frac{3}{2\beta}+\frac{\beta A}{24}-\frac{\beta^2B}{16}\right]. \tag{11}$$

## Back to a sharp Fermi level

For a level of energy $E$, $\int d\mu\,e^{-\beta\mu}\theta(\mu-E)=e^{-\beta E}/\beta$. Hence $n$ and $\tau_L$ are the inverse Laplace transforms of $2C/\beta$ and $2T_L/\beta$, the factor 2 being for spin. Put $\varepsilon=\mu-v>0$. The transforms needed are

$$\beta^{-7/2}e^{-\beta v}\to\frac{8\varepsilon^{5/2}}{15\sqrt\pi},\quad \beta^{-5/2}e^{-\beta v}\to\frac{4\varepsilon^{3/2}}{3\sqrt\pi},\quad \beta^{-3/2}e^{-\beta v}\to\frac{2\varepsilon^{1/2}}{\sqrt\pi},$$
$$\beta^{-1/2}e^{-\beta v}\to\frac{\varepsilon^{-1/2}}{\sqrt\pi},\qquad \beta^{1/2}e^{-\beta v}\to-\frac{\varepsilon^{-3/2}}{2\sqrt\pi}. \tag{12}$$

The last one is the $\mu$-derivative of the one before it, because a factor $\beta$ corresponds to $d/d\mu$. This holds away from $\varepsilon=0$. At a classical turning point the terms diverge, and the expansion fails there. Inverting term by term also keeps only the smooth part of $n$ and $\tau_L$: oscillations caused by reflection at a turning point are lost, even far from it.

Define the local wavevector $\kappa=\sqrt{2\varepsilon}$. The common prefactor is $2(2\pi)^{-3/2}/\sqrt\pi=1/(\sqrt2\,\pi^2)$. Inserting (12) term by term,

$$n=\frac{1}{\sqrt2\,\pi^2}\left[\frac43\frac{\kappa^3}{2\sqrt2}-\frac{A}{12}\frac{\sqrt2}{\kappa}-\frac{B}{24}\cdot\frac12\cdot\frac{2\sqrt2}{\kappa^3}\right]
=\frac{\kappa^3}{3\pi^2}-\frac{A}{12\pi^2\kappa}-\frac{B}{24\pi^2\kappa^3}, \tag{13}$$

$$\tau_L=\frac{1}{\sqrt2\,\pi^2}\left[\frac32\cdot\frac{8}{15}\frac{\kappa^5}{4\sqrt2}+\frac{A}{24}\frac{2\kappa}{\sqrt2}-\frac{B}{16}\frac{\sqrt2}{\kappa}\right]
=\frac{\kappa^5}{10\pi^2}+\frac{\kappa A}{24\pi^2}-\frac{B}{16\pi^2\kappa}. \tag{14}$$

The ratio of the corrections to the leading term in (13) makes the regime explicit: $|A|/(4\kappa^4)$ and $B/(8\kappa^6)$ must be small.

## Eliminating the potential

The leading term of (14) contains $\kappa$, while $\tau_{\rm unif}$ contains $K$, and the two differ at second order. Multiplying (13) by $3\pi^2$,

$$K^3=\kappa^3-\frac{A}{4\kappa}-\frac{B}{8\kappa^3}.$$

Raising this to the power $5/3$ and keeping first powers of $A$ and $B$,

$$K^5=\kappa^5+\tfrac53\kappa^2\left(-\frac{A}{4\kappa}-\frac{B}{8\kappa^3}\right)=\kappa^5-\frac{5\kappa A}{12}-\frac{5B}{24\kappa}.$$

Therefore $\kappa^5/(10\pi^2)=\tau_{\rm unif}+\kappa A/(24\pi^2)+B/(48\pi^2\kappa)$, and (14) becomes

$$\tau_L=\tau_{\rm unif}+\frac{\kappa A}{12\pi^2}-\frac{B}{24\pi^2\kappa}. \tag{15}$$

In the correction terms the leading density $n=\kappa^3/(3\pi^2)$ is enough. From $\kappa^2=2(\mu-v)$ follows $\kappa\nabla\kappa=-\nabla v$, so

$$\nabla n=\frac{\kappa^2\nabla\kappa}{\pi^2}=-\frac{\kappa\nabla v}{\pi^2},\qquad \frac{|\nabla n|^2}{n}=\frac{\kappa^2B}{\pi^4}\cdot\frac{3\pi^2}{\kappa^3}=\frac{3B}{\pi^2\kappa}, \tag{16}$$

$$\nabla^2n=-\frac{\kappa A+\nabla\kappa\cdot\nabla v}{\pi^2}=-\frac{\kappa A}{\pi^2}+\frac{B}{\pi^2\kappa}. \tag{17}$$

Solving for the potential terms gives $B/(\pi^2\kappa)=|\nabla n|^2/(3n)$ and $\kappa A/\pi^2=-\nabla^2n+|\nabla n|^2/(3n)$. In (15) the gradient terms add to $\tfrac1{36}-\tfrac1{72}=\tfrac1{72}$:

$$\tau_L=\tau_{\rm unif}-\frac{\nabla^2n}{12}+\frac{|\nabla n|^2}{72n}. \tag{18}$$

Equation (5) adds $\tfrac14\nabla^2n$, and $\tfrac14-\tfrac1{12}=\tfrac16$:

$$\tau=\tau_{\rm unif}+\frac{\nabla^2n}{6}+\frac{|\nabla n|^2}{72n}. \tag{19}$$

Now use $|\nabla n|^2/n=4K^2n\,p$ and $\nabla^2n=4K^2n\,q$ from (3), and divide by $\tau_{\rm unif}=\tfrac3{10}K^2n$:

$$\frac{\tau}{\tau_{\rm unif}}=1+\frac{20}{9}q+\frac{5}{27}p,\qquad \frac{\tau_W}{\tau_{\rm unif}}=\frac{4p/8}{3/10}=\frac53p. \tag{20}$$

Subtracting, $\tfrac5{27}-\tfrac{45}{27}=-\tfrac{40}{27}$, which is (4). If $\tau_L$ replaced $\tau$ in the definition of $\alpha$, (18) would give $-\tfrac{10}{9}q$ in place of $+\tfrac{20}{9}q$, with the same $p$ term.

## Two special cases and a consequence

For a weak and slow modulation of a uniform gas, $q$ is of first order in the amplitude and $p$ of second order. Then $\alpha-1\approx20q/9$: the indicator falls below 1 at density maxima and rises above 1 at minima.

For a locally uniform field, $A=0$. Equations (16) and (17) give $\nabla^2n=|\nabla n|^2/(3n)$, that is $q=p/3$, and

$$\alpha=1-\frac{20}{27}p\qquad(\nabla^2v=0). \tag{21}$$

Here the Laplacian term cancels half of the gradient term.

The consequence for functional design concerns an exchange energy $E_x\propto\int n^{4/3}F(p,\alpha)\,d^3r$ with $F$ smooth near $p=0$, $\alpha=1$, so that $F=1+ap+b(\alpha-1)$ to second order. Integrating by parts in a periodic system, where boundary terms vanish,

$$\int n^{4/3}q=\int\frac{n^{-1/3}\nabla^2n}{4(3\pi^2)^{2/3}}=\frac13\int\frac{n^{-4/3}|\nabla n|^2}{4(3\pi^2)^{2/3}}=\frac13\int n^{4/3}p. \tag{22}$$

Under this integral $\alpha-1$ acts as $(\tfrac{20}{27}-\tfrac{40}{27})p$, and the functional's gradient coefficient is

$$a_{\rm eff}=a-\frac{20}{27}b. \tag{23}$$

Treating $\alpha$ as 1 would give $a$ instead. To recover a chosen second-order coefficient, the designer must constrain the combination (23).

## Where the expansion fails

The true indicator is never negative. By the Cauchy-Schwarz inequality, $|\nabla n|^2\le4\sum_i|\psi_i|^2\sum_i|\nabla\psi_i|^2=8n\tau$, so $\tau\ge\tau_W$. Equation (4) does not respect this bound. Near a nucleus of charge $Z$ the density behaves as $e^{-2Zr}$, so $\nabla^2n\approx-4Zn/r$ and the formula tends to $-\infty$.

In an exponential tail $q/p\to1$ and $p$ grows without limit, so the formula grows as $20p/27$. If a single real spatial orbital makes up the density, however, $\tau=\tau_W$ and $\alpha=0$ everywhere. The formula therefore cannot replace the orbital-based $\alpha$ in atoms, bonds or surfaces.

Turning points also do damage at a distance. In a field that is uniform everywhere, electrons are reflected where $v=\mu$, and the reflected waves make $\nabla^2n$ swing between about zero and twice its smooth value, however deep the point lies. Equation (4) then misses $\alpha$ by up to about half of $20p/27$. It describes the smooth trend in such a system, not the value at each point. Equation (21) holds there only as an average: $\alpha-1$ itself swings between about $-1.85p$ and $+0.37p$.

The derivation also assumes a local potential. A meta-GGA applied in the generalized Kohn-Sham scheme adds a $\tau$-dependent term that acts like a position-dependent mass, and a Hubbard correction adds a nonlocal potential on localized shells. Equation (4) does not carry over to such orbitals without further work.

## Worked example: a modulated electron gas

Take $v(z)=-V\cos Gz$ with $V=4$ eV, period 2 nm, and $\mu=10$ eV above the mean potential. Then $k_F=\sqrt{2\mu}=16.2\ {\rm nm^{-1}}$, $G=3.14\ {\rm nm^{-1}}$ and $G/2k_F=0.097$, so the variation is slow. The orbitals are obtained by diagonalizing the Hamiltonian in plane waves, and $n$ and $\tau$ are summed from them. A smaller basis with half the $k$ points shifts $\alpha$ by $2\times10^{-10}$.

**Density crest** ($z=0$). Here $p=0$ and $q=-0.002878$, so (4) gives $\alpha=1-0.006395=0.993605$. The orbitals give $1982.372/1995.129=0.993606$, both kinetic densities being in eV/nm³.

**Flank** ($z=0.5$ nm). Here $p=0.003366$ and $q=0.001138$:

$$\alpha=1+0.002529-0.004987=0.99754.$$

The orbitals give $(864.13-4.83)/861.41=0.99755$. The potential has an inflection point here, so (21) applies: $q$ is close to $p/3=0.00112$, and $1-20p/27=0.99751$. Without the Laplacian term, the deviation from 1 would come out about twice too large.

**Trough** ($z=1$ nm). Here $p=0$ and $q=0.015391$, so $\alpha=1.03420$ from (4) and $250.67/242.40=1.0341$ from the orbitals. The trough deviates more than the crest because the density is lower, 67 against 238 nm⁻³, and the factor $n^{-5/3}$ in $q$ outweighs the smaller Laplacian there. The error of the formula is largest here, 0.00009, or 0.3 % of $\alpha-1$.

The coefficients can also be found without assuming them. With $V$ and $\mu$ held fixed, $\alpha-1$ from the orbitals was fitted by least squares to a combination of $q$ and $p$ at periods of 3 and 6 nm, and the coefficients were extrapolated to zero gradient. The fit gives 2.2222 and $-1.4815$, against $20/9=2.2222$ and $-40/27=-1.4815$. Between these two periods the largest error of (4) falls by a factor 16.2, close to the $2^4=16$ expected of a fourth-order remainder. With $\tau_L$ in place of $\tau$ the fitted $q$ coefficient is $-1.1111$, as (18) requires.

## The model beside a real metal

A Fermi energy of 10 eV and a density of order 100 nm⁻³ are roughly those of the conduction electrons in a polyvalent simple metal such as aluminium (free-electron values 11.7 eV and 181 nm⁻³); alkali metals lie well below (sodium: about 3 eV and 25 nm⁻³). The smooth 4 eV modulation is not typical: it was chosen to make $\alpha-1$ visible, and screening in a bulk metal would oppose it. The assumption that real metals break most plainly is slow variation, since their potential varies on the scale of the lattice. With the period cut to 0.4 nm, and $V$ and $\mu$ unchanged, $G/2k_F$ rises to 0.48. The trough value is then 1.555 from (4) against 1.518 from the orbitals, an error of 0.037, or 7 % of $\alpha-1$. This figure is only indicative: at this period $\mu$ lies in a Bragg gap for motion along $z$ (9.26 to 10.05 eV), and the error moves from 12 % to 5 % as $\mu$ goes from 9 to 11 eV. Real simple metals vary faster still. For the shortest reciprocal lattice vector $G/2k_F$ is about 0.77 in aluminium and 1.14 in sodium. In this model the trough error is about 7 % at $G/2k_F=0.78$, 24 % at 0.97 and 84 % at 1.14. For a single smooth harmonic the formula keeps the right sign at crest and trough over this range, but it loses the size as $G$ reaches $2k_F$. That does not extend to ion cores, where the nuclear limit above applies.

Two other neglected effects can be sized. In a uniform gas with the trough's local Fermi energy of 6 eV, an electron temperature of 400 K raises $\alpha$ by 0.00014. This is small beside the trough's $\alpha-1=0.034$, though larger than the error of (4) there.

Spin polarization matters more. For $\zeta=(n_\uparrow-n_\downarrow)/n$, adding the two spin gases multiplies the uniform kinetic density by $\tfrac12[(1+\zeta)^{5/3}+(1-\zeta)^{5/3}]$. If this factor is left out of $\tau_{\rm unif}$, a uniform gas with $\zeta=0.1$ shows $\alpha=1.0056$. That spurious shift is more than twice the deviation at the flank, so in a magnetic metal the spin factor must be included before a small $\alpha-1$ is read as a gradient effect. The remaining values are in the numerical output.

## Computed results

```
Error fall when period goes from 3 to 6 nm (expected near 16):
  Bloch diagonal: 15.80
  n from potential: 16.41
  tau_L from potential: 16.31
  alpha formula: 16.21
Identity tau = tau_L + lap n/4, relative error: 1.3e-14
q coefficient: fitted 2.2222, derived 2.2222
p coefficient: fitted -1.4815, derived -1.4815
q coefficient with tau_L: fitted -1.1111, derived -1.1111
p coefficient with tau_L: fitted -1.4815, derived -1.4815
Example: Fermi energy 10.0 eV, amplitude 4.0 eV, period 2.0 nm
k_F = 16.201 1/nm, G = 3.142 1/nm, G/(2 k_F) = 0.0970
crest at z = 0.00 nm: n = 237.667 1/nm^3
  tau = 1982.372, tau_W = 0.000, tau_unif = 1995.129 eV/nm^3
  p = 0.000000, q = -0.002878
  20q/9 = -0.006395, -40p/27 = -0.000000
  alpha: formula 0.993605, orbitals 0.993606
flank at z = 0.50 nm: n = 143.586 1/nm^3
  tau = 864.128, tau_W = 4.833, tau_unif = 861.405 eV/nm^3
  p = 0.003366, q = 0.001138
  20q/9 = 0.002529, -40p/27 = -0.004987
  alpha: formula 0.997542, orbitals 0.997552
trough at z = 1.00 nm: n = 67.097 1/nm^3
  tau = 250.665, tau_W = 0.000, tau_unif = 242.397 eV/nm^3
  p = 0.000000, q = 0.015391
  20q/9 = 0.034201, -40p/27 = -0.000000
  alpha: formula 1.034201, orbitals 1.034112
Shift of alpha, smaller basis and half the k points: 2.0e-10
Largest |alpha - 1| in example: 0.034112
Neglected higher gradient orders, largest: 0.000089
Heat at 400 K, local Fermi energy 6.0 eV: alpha rises by 0.000136
Spin polarization 0.1, spin factor ignored: alpha rises by 0.005558
Period 0.4 nm: G/(2 k_F) = 0.4848
  crest alpha: formula 0.8279, orbitals 0.8228
  trough alpha: formula 1.5552, orbitals 1.5178
  largest error of formula: 0.0374
```
